# Bruggeman's symmetric conductivity equation and its percolation threshold: test program

```python
"""
Result under test: grains treated as spheres in a self-consistent medium k give
    sum_i f_i (k_i - k)/(k_i + 2 k) = 0        (Bruggeman, symmetric)
and, for phase 2 insulating (k_2 -> 0+),  k = k_1 max(0, (3 f_1 - 1)/2).
k_i: conductivity of phase i, f_i: its volume fraction, k: effective value.
All conductivities are in W/(m K), or relative where so labelled.
The independent road integrates the radial heat equation for the cos(theta)
temperature field, and solves conduction in a three-dimensional random solid.
"""
import numpy as np
from scipy.constants import Boltzmann, Stefan_Boltzmann, atm, hbar, c
from scipy.integrate import solve_ivp
from scipy.ndimage import label
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, cg


def bruggeman(k1, k2, f1):
    """Positive root of the two-phase quadratic, free of cancellation."""
    b = (3*f1 - 1)*k1 + (2 - 3*f1)*k2
    s = np.sqrt(b*b + 8*k1*k2)
    return (b + s)/4 if b >= 0 else 2*k1*k2/(s - b)


def coated_sphere(k_core, k_shell, core_fraction):
    x = core_fraction*(k_core - k_shell)/(k_core + 2*k_shell)
    return k_shell*(1 + 2*x)/(1 - x)


def sphere_response(layers, k_medium):
    """Integrate u(r) in T = u(r) cos(theta) through layers (outer radius, k).
    Outer radius of the whole sphere is 1.  Returns the core gradient and
    the dipole strength, both per unit far gradient."""
    r = 0.2*layers[0][0]
    state = [r, layers[0][1]*r*r]            # u and k r^2 u'
    for r_end, cond in list(layers) + [(2.0, k_medium)]:
        sol = solve_ivp(
            lambda x, y, q=cond: [y[1]/(q*x*x), 2*q*y[0]],
            (r, r_end), state, method="DOP853", rtol=1e-10, atol=1e-16)
        assert sol.success
        state, r = sol.y[:, -1], r_end
    u, r_du = state[0], state[1]/(k_medium*r)
    far_gradient = (2*u + r_du)/(3*r)
    dipole = r*r*(u - r_du)/3
    return 1/far_gradient, -dipole/far_gradient


def mean_dipole(k, k1, k2, f1):
    return (f1*sphere_response([(1.0, k1)], k)[1]
            + (1 - f1)*sphere_response([(1.0, k2)], k)[1])


def self_consistent(k1, k2, f1):
    """Root of the numerically integrated mean dipole."""
    lo, hi = np.log(0.5*min(k1, k2)), np.log(2*max(k1, k2))
    return np.exp(brentq(lambda z: mean_dipole(np.exp(z), k1, k2, f1),
                         lo, hi, xtol=1e-10))


# --- one sphere: interior gradient and dipole
for k_in, k_out in [(5.0, 1.0), (0.02, 1.0), (1.0, 0.3)]:
    gradient, dipole = sphere_response([(1.0, k_in)], k_out)
    assert abs(gradient - 3*k_out/(k_in + 2*k_out)) < 1e-7
    assert abs(dipole - (k_in - k_out)/(k_in + 2*k_out)) < 1e-7

# --- mean dipole falls steadily with k, so the positive root is unique
scan = [mean_dipole(k, 1.0, 0.01, 0.4) for k in np.logspace(-5, 4, 19)]
assert np.all(np.diff(scan) < 0)
assert abs(scan[0] - 1) < 0.01 and abs(scan[-1] + 0.5) < 0.01

# --- effective conductivity and its insulating limit
for k1, k2, f1 in [(4.0, 1.0, 0.5), (1.0, 0.01, 0.25), (1.0, 0.01, 0.7)]:
    assert abs(self_consistent(k1, k2, f1)/bruggeman(k1, k2, f1) - 1) < 1e-6
tiny = 1e-6
above = self_consistent(1.0, tiny, 0.5)
at_threshold = self_consistent(1.0, tiny, 1/3)
below = self_consistent(1.0, tiny, 0.2)
assert abs(above - (3*0.5 - 1)/2) < 1e-4
assert abs(at_threshold/np.sqrt(tiny/2) - 1) < 1e-3
assert abs(below/(tiny/(1 - 3*0.2)) - 1) < 1e-4

# --- gradients that explain the threshold
for f1 in (0.8, 0.4):
    k = self_consistent(1.0, tiny, f1)
    g_cond = sphere_response([(1.0, 1.0)], k)[0]
    g_ins = sphere_response([(1.0, tiny)], k)[0]
    assert abs(g_cond - (3*f1 - 1)/(2*f1)) < 1e-4
    assert abs(g_ins - 1.5) < 1e-4
    assert abs(f1*g_cond + (1 - f1)*g_ins - 1) < 1e-6

# --- neutral coated spheres: same fractions, other thresholds
for core, shell, fc in [(0.01, 1.0, 0.8), (1.0, 0.01, 0.8)]:
    layers = [(fc**(1/3), core), (1.0, shell)]
    neutral = np.exp(brentq(
        lambda z: sphere_response(layers, np.exp(z))[1],
        np.log(0.005), np.log(2.0), xtol=1e-10))
    assert abs(neutral/coated_sphere(core, shell, fc) - 1) < 1e-6
shell_conducts = coated_sphere(0.0, 1.0, 0.8)      # 20% conductor
shell_blocks = coated_sphere(1.0, tiny, 0.8)       # 80% conductor
assert shell_conducts > 0.1 and shell_blocks < 1e-4


# --- conduction in a periodic solid of random cubic cells
def solid_conductivity(cell_k, refine):
    k = np.kron(cell_k, np.ones((refine,)*3))
    face = [2*k*np.roll(k, -1, a)/(k + np.roll(k, -1, a)) for a in range(3)]

    def minus_divergence(vector):
        t = vector.reshape(k.shape)
        out = np.zeros_like(t)
        for a in range(3):
            flow = face[a]*(np.roll(t, -1, a) - t)
            out -= flow - np.roll(flow, 1, a)
        return out.ravel()

    operator = LinearOperator((k.size, k.size), matvec=minus_divergence,
                              dtype=float)
    values = []
    for a in range(3):
        source = (face[a] - np.roll(face[a], 1, a)).ravel()
        t, info = cg(operator, source)
        assert info == 0
        t = t.reshape(k.shape)
        values.append(np.mean(face[a]*(1 + np.roll(t, -1, a) - t)))
    return np.mean(values)


rng = np.random.default_rng(7)
cells = rng.permutation(np.repeat([4.0, 1.0], 256)).reshape(8, 8, 8)
coarse, fine = solid_conductivity(cells, 3), solid_conductivity(cells, 6)
simulated = 2*fine - coarse        # removes the leading grid error
predicted = bruggeman(4.0, 1.0, 0.5)
# 4%: finite sample, residual grid error, and the approximation itself
assert abs(simulated/predicted - 1) < 0.04


# --- threshold of random cubes that conduct through shared faces
def spanning_fraction(size):
    u = rng.random((size,)*3)
    lo, hi = 0.2, 0.45
    for _ in range(10):
        mid = (lo + hi)/2
        clusters, _n = label(u < mid)
        joined = np.intersect1d(clusters[0], clusters[-1])
        lo, hi = (lo, mid) if np.any(joined > 0) else (mid, hi)
    return (lo + hi)/2


thresholds = np.array([spanning_fraction(40) for _ in range(40)])
cube_threshold = thresholds.mean()
cube_error = thresholds.std(ddof=1)/np.sqrt(len(thresholds))
assert cube_threshold + 3*cube_error < 1/3

# --- worked example: porous tungsten layer, rough typical inputs
temperature = 1000.0          # K
k_metal, k_gas = 120.0, 0.06  # W/(m K)
size = 5e-6                   # m, pores and metal ligaments
thickness = 200e-6            # m
heat_flux = 1e6               # W/m^2
f_metal = 0.8
electron_path = 5e-9          # m
contact_resistance = 1e-9     # m^2 K/W, one contact per ligament
k_slope = -0.03               # W/(m K^2), metal conductivity against T
molecule_diameter = 0.37e-9   # m, nitrogen

k_layer = bruggeman(k_metal, k_gas, f_metal)
assert abs(self_consistent(k_metal, k_gas, f_metal)/k_layer - 1) < 1e-6
g_metal = sphere_response([(1.0, k_metal)], k_layer)[0]
g_pore = sphere_response([(1.0, k_gas)], k_layer)[0]
assert abs(f_metal*g_metal + (1 - f_metal)*g_pore - 1) < 1e-6
drop = heat_flux*thickness/k_layer

gas_path = Boltzmann*temperature/(
    np.sqrt(2)*np.pi*molecule_diameter**2*atm)
knudsen = gas_path/size
k_thin_gas = k_gas/(1 + 4*knudsen)     # rough wall-slip correction
k_radiation = 4*Stefan_Boltzmann*temperature**3*size   # black flat walls
thermal_length = hbar*c/(Boltzmann*temperature)
effects = [
    ("gas rarefaction", k_metal, k_thin_gas),
    ("pore radiation", k_metal, k_gas + k_radiation),
    ("radiation x 100", k_metal, k_gas + 100*k_radiation),
    ("electron path", k_metal/(1 + electron_path/size), k_gas),
    ("grain contacts",
     k_metal/(1 + k_metal*contact_resistance/size), k_gas),
    ("k(T) over the drop", k_metal + k_slope*drop, k_gas)]

print("TESTS OF THE APPROXIMATION (relative conductivities)")
print(f"k1=1, k2={tiny:.0e}: k at f1=0.5: {above:.5f}")
print(f"  same, f1=1/3: {at_threshold:.4e}; f1=0.2: {below:.4e}")
print(f"random cubes, k=4 and 1, half each: grid 3: {coarse:.3f}")
print(f"  grid 6: {fine:.3f}; extrapolated: {simulated:.3f}")
print(f"  Bruggeman: {predicted:.3f}")
print(f"  deviation of simulation: {100*(simulated/predicted-1):.1f} %")
print(f"face-joined cubes, threshold: {cube_threshold:.4f}")
print(f"  standard error: {cube_error:.4f} (40 samples of 40^3 cubes)")
print(f"coated spheres, 20% conductor as shells: {shell_conducts:.4f}")
print(f"  80% conductor as cores, shell k={tiny:.0e}: {shell_blocks:.2e}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"temperature: {temperature:.0f} K; metal k: {k_metal:.0f} W/(m K)")
print(f"gas k: {k_gas:.2f} W/(m K); pore size: {size*1e6:.0f} um")
print(f"thickness: {thickness*1e6:.0f} um; flux: {heat_flux/1e6:.0f} MW/m^2")
print(f"electron path: {electron_path*1e9:.0f} nm")
print(f"contact resistance: {contact_resistance:.0e} m^2 K/W")
print(f"slope of metal k: {k_slope:.2f} W/(m K^2)")
print(f"N2 diameter: {molecule_diameter*1e9:.2f} nm; pressure: {atm:.0f} Pa")
print("LAYER: porosity, k with gas, k with insulating pores [W/(m K)]")
for porosity in (0.1, 0.2, 0.4, 0.5, 0.6, 2/3, 0.8):
    f = 1 - porosity
    ideal = k_metal*max(0.0, (3*f - 1)/2) if porosity != 2/3 else 0.0
    print(f"  {porosity:.3f}  {bruggeman(k_metal, k_gas, f):8.3f}"
          f"  {ideal:8.3f}")
print(f"threshold estimate sqrt(k1 k2/2): "
      f"{np.sqrt(k_metal*k_gas/2):.3f} W/(m K)")
print(f"rounding half-width in metal fraction: "
      f"{np.sqrt(8*k_gas/k_metal)/3:.4f}")
print("AT 20% POROSITY")
print(f"gradient / mean: metal {g_metal:.4f}, pore {g_pore:.4f}")
print(f"temperature drop: {drop:.3f} K; dense metal: "
      f"{heat_flux*thickness/k_metal:.3f} K")
print("NEGLECTED EFFECTS")
print(f"gas mean free path: {gas_path*1e9:.0f} nm; Knudsen: {knudsen:.4f}")
print(f"gas k after rarefaction: {k_thin_gas:.4f} W/(m K)")
print(f"radiative pore k: {k_radiation:.2e} W/(m K)")
print(f"thermal length hbar c/(kB T): {thermal_length*1e6:.2f} um")
print("change of layer k in %: at 20% porosity, at threshold")
for name, km, kg in effects:
    changes = [100*(bruggeman(km, kg, f)/bruggeman(k_metal, k_gas, f) - 1)
               for f in (f_metal, 1/3)]
    print(f"  {name:19s} {changes[0]:9.4f} {changes[1]:9.4f}")
print("other microstructures at 20% porosity, k in W/(m K):")
print(f"  layers along flux: {f_metal*k_metal+(1-f_metal)*k_gas:.2f}")
print(f"  gas cores in metal shells: "
      f"{coated_sphere(k_gas, k_metal, 1-f_metal):.2f}")
print(f"  metal cores in gas shells: "
      f"{coated_sphere(k_metal, k_gas, f_metal):.3f}")
print(f"  layers across flux: "
      f"{1/(f_metal/k_metal+(1-f_metal)/k_gas):.3f}")
print("success")
```

It prints:

```
TESTS OF THE APPROXIMATION (relative conductivities)
k1=1, k2=1e-06: k at f1=0.5: 0.25000
  same, f1=1/3: 7.0736e-04; f1=0.2: 2.5000e-06
random cubes, k=4 and 1, half each: grid 3: 2.085
  grid 6: 2.133; extrapolated: 2.180
  Bruggeman: 2.171
  deviation of simulation: 0.4 %
face-joined cubes, threshold: 0.3144
  standard error: 0.0013 (40 samples of 40^3 cubes)
coated spheres, 20% conductor as shells: 0.1429
  80% conductor as cores, shell k=1e-06: 1.30e-05
EXAMPLE INPUTS (rough typical values)
temperature: 1000 K; metal k: 120 W/(m K)
gas k: 0.06 W/(m K); pore size: 5 um
thickness: 200 um; flux: 1 MW/m^2
electron path: 5 nm
contact resistance: 1e-09 m^2 K/W
slope of metal k: -0.03 W/(m K^2)
N2 diameter: 0.37 nm; pressure: 101325 Pa
LAYER: porosity, k with gas, k with insulating pores [W/(m K)]
  0.100   102.014   102.000
  0.200    84.031    84.000
  0.400    48.081    48.000
  0.500    30.134    30.000
  0.600    12.316    12.000
  0.667     1.912     0.000
  0.800     0.149     0.000
threshold estimate sqrt(k1 k2/2): 1.897 W/(m K)
rounding half-width in metal fraction: 0.0211
AT 20% POROSITY
gradient / mean: metal 0.8751, pore 1.4995
temperature drop: 2.380 K; dense metal: 1.667 K
NEGLECTED EFFECTS
gas mean free path: 224 nm; Knudsen: 0.0448
gas k after rarefaction: 0.0509 W/(m K)
radiative pore k: 1.13e-03 W/(m K)
thermal length hbar c/(kB T): 2.29 um
change of layer k in %: at 20% porosity, at threshold
  gas rarefaction       -0.0056   -7.9697
  pore radiation         0.0007    0.9481
  radiation x 100        0.0693   70.9471
  electron path         -0.0999   -0.0496
  grain contacts        -2.3429   -1.1695
  k(T) over the drop    -0.0595   -0.0295
other microstructures at 20% porosity, k in W/(m K):
  layers along flux: 96.01
  gas cores in metal shells: 87.30
  metal cores in gas shells: 0.775
  layers across flux: 0.299
success
```
